Phonon-mediated second-neighbour hopping and the momentum of an antiadiabatic Peierls polaron

**Problem**

One electron moves on an infinite chain of sites j with lattice constant a. Each site carries one oscillator of energy Ω = ħω, with operators b_j and b†_j. Stretching or shortening a bond changes the transfer integral of that bond linearly (Peierls coupling):

H = T + W + Ω Σ_j b†_j b_j

T = −t Σ_j (c†_{j+1}c_j + c†_j c_{j+1})

W = g Σ_j (c†_{j+1}c_j + c†_j c_{j+1})(x_{j+1} − x_j),  x_j = b_j + b†_j

Here t > 0, the temperature is zero, and the zero-point energy is dropped. The total momentum K is measured in units of 1/a. The antiadiabatic regime is t ≪ Ω, with the ratio u = g²/(Ωt) held fixed.

(a) Find the hopping between second neighbours that phonon exchange produces, including its sign.

(b) Find the polaron band and show for which g²/Ω its minimum lies away from K = 0. Give the position, depth and mass of the new minimum.

(c) Find the first correction in t/Ω to the threshold.

(d) Evaluate the results for t = 10 meV, Ω = 200 meV, g = 30 meV and a = 0.5 nm, and judge what the model leaves out.

**Solution**

**(a) The second-neighbour element**

At fixed u the coupling is g = (uΩt)^½. Hence g/Ω = (ut/Ω)^½ is small, although g itself is larger than t when uΩ > t. Phonons are therefore costly, and the low-energy states are close to the states |j⟩ with the electron on site j and no phonon. Second-order perturbation theory in W gives an effective Hamiltonian among them. An intermediate state has one phonon and lies higher by Ω, apart from corrections of order t that part (c) treats:

⟨m|H_eff|j⟩ = ⟨m|T|j⟩ − (1/Ω)⟨m|W W|j⟩

On the vacuum, x_j creates one phonon. The electron at j can cross the bond on its right, with factor x_{j+1} − x_j, or the bond on its left, with factor x_j − x_{j−1}:

W|j⟩ = g|j+1⟩(b†_{j+1} − b†_j)|0⟩ + g|j−1⟩(b†_j − b†_{j−1})|0⟩

The squared norm of this state is g²(1 + 1 + 1 + 1) = 4g², so every site is lowered by 4g²/Ω.

For first neighbours, W|j⟩ has the electron on j ± 1, while W|j+1⟩ has it on j or j + 2. These states do not overlap, and the first-neighbour element remains −t.

For second neighbours, both W|j⟩ and W|j+2⟩ contain a part with the electron on j + 1:

from |j⟩: g(b†_{j+1} − b†_j)|0⟩

from |j+2⟩: g(b†_{j+2} − b†_{j+1})|0⟩

The phonon on site j + 1 is common to both, with coefficients +g and −g. The overlap is −g², and the factor −1/Ω reverses its sign:

⟨j+2|H_eff|j⟩ = +t2,  t2 = g²/Ω

In physical terms, the first hop leaves a phonon on the middle site and the second hop absorbs it. The two bonds meet at this site, and its displacement stretches one while it shortens the other. This is the origin of the minus sign in the overlap.

Two other couplings show what the sign depends on. If every bond had its own independent oscillator, the second hop could not absorb the phonon left by the first, and t2 would vanish at this order. If the bond factor were x_{j+1} + x_j, the overlap would be +g² and the element would be −g²/Ω.

**(b) The band and its minimum**

The Bloch states are |K⟩ = N^(−½) Σ_j exp(iKj)|j⟩ for N sites. A hopping element h over distance d, together with its conjugate, contributes 2h cos(Kd). Therefore

E(K) = −4t2 − 2t cos K + 2t2 cos 2K

The first-neighbour term favours equal phases on neighbouring sites. The positive second-neighbour term favours opposite phases at distance two, which means K = ±π/2. The minimum is a compromise between them.

To find the global minimum, set y = cos K, use cos 2K = 2y² − 1, and define c = t/(4t2). Since 2t = 8t2 c,

E = −6t2 − 8t2 c y + 4t2 y² = −6t2 − 4t2 c² + 4t2 (y − c)²

The variable y is confined to −1 ≤ y ≤ 1. If c ≥ 1, the square is smallest at y = 1, so K = 0. If c < 1, it vanishes at y = c. In this order of the theory the ground-state momentum is thus

K0 = 0 for g²/Ω ≤ t/4

K0 = ±arccos[tΩ/(4g²)] for g²/Ω > t/4

The depth of the valley follows from the square at y = 1:

E(0) − E(K0) = 4t2 (1 − c)²

The second derivative of the band is

E″(K) = 2t cos K − 8t2 cos 2K

At K = 0 it equals 2t − 8t2, which changes sign at the same threshold. At K0, with 2t = 8t2 c, it is

E″(K0) = 8t2 c² − 8t2(2c² − 1) = 8t2 (1 − c²)

and the valley mass is m = ħ²/[a²E″(K0)].

At the threshold the quadratic term of the band is zero. The coefficient of K⁴ is −2t/24 + 2t2·16/24 = −t/12 + t/3 = t/4, which is positive. The momentum therefore leaves zero continuously. Just above threshold, 1 − K0²/2 ≈ c gives K0 ≈ [2(1 − c)]^½, a square-root onset. The mass diverges on both sides of the threshold, because E″ tends to zero there.

In the opposite limit, t2 ≫ t, c tends to zero and K0 tends to π/2. The electron then moves mainly by steps of two sites, and its even and odd sublattices are almost decoupled.

The sign of t is not essential. Replacing c_j by (−1)^j c_j reverses the signs of t and g and shifts K by π, while g² is unchanged. For negative t the minimum therefore leaves K = π, at g²/Ω = |t|/4.

**(c) The first correction to the threshold**

Near threshold g² is of order tΩ. The band found above is of order t, and the next terms, g²t/Ω² and g⁴/Ω³, are both of order t²/Ω. They must be kept together.

*Eliminating the phonon states.* At fixed K there is one state without phonons, |K⟩, with energy ε_K = −2t cos K. Eliminating all other states from the Schrödinger equation gives

E = ε_K + ⟨K|W (E − H_Q)^(−1) W|K⟩

where H_Q is H restricted to states with at least one phonon. Let n be the phonon number, R = 1/(Ωn) and D = E − T − W. Then E − H_Q = −R^(−1) + D, and its inverse is

−(R + R D R + R D R D R + …)

A term with an odd total number of factors W cannot return to the vacuum. Define A = ⟨K|WW|K⟩, and let B be the squared norm of the two-phonon part of WW|K⟩. To the required order,

E = ε_K − A/Ω − ⟨K|W(E − T)W|K⟩/Ω² − B/(2Ω³)

The factor 1/2 comes from the two-phonon energy 2Ω.

*The vertex.* Let the electron go from K to p while a phonon of momentum q = K − p is emitted. With b†_j = N^(−½) Σ_q exp(−iqj) b†_q, the sum over sites gives

hop to the right: g N^(−½) e^(−ip)(e^(−iq) − 1) = g N^(−½)(e^(−iK) − e^(−ip))

hop to the left: g N^(−½) e^(iK)(e^(−iq) − 1) = g N^(−½)(e^(ip) − e^(iK))

Their sum is M(K→p) = 2ig N^(−½)(sin p − sin K).

*One phonon.* Write S = sin K and let ⟨…⟩ denote an average over free momenta. Since ⟨sin p⟩ = 0 and ⟨sin²p⟩ = 1/2,

A = 4g²⟨(sin p − S)²⟩ = g²(2 + 4S²)

This equals 4g² − 2g² cos 2K, so −A/Ω reproduces the phonon terms of part (b).

The term containing T is proportional to ⟨cos p (sin p − S)²⟩. The averages of cos p, cos p sin p and cos p sin²p all vanish, so T drops out. In the remaining factor E it is enough to insert ε_K − A/Ω:

−EA/Ω² = 2t cos K A/Ω² + A²/Ω³

*Two phonons.* The electron goes from K to p1 and then to p2. The two phonons are identical, so the squared norm contains a direct term X_d and an exchange term X_e: B = 16g⁴(X_d + X_e). With s1 = sin p1 and s2 = sin p2, averaging first over p2 gives

X_d = ⟨(s1 − S)²(s2 − s1)²⟩ = ⟨(s1 − S)²(1/2 + s1²)⟩

With ⟨s1⁴⟩ = 3/8 and vanishing odd averages,

X_d = 1/4 + 3/8 + S²(1/2 + 1/2) = 5/8 + S²

In the exchange term the phonons are emitted in the opposite order in the second factor. Its intermediate momentum is p1′ = K + p2 − p1. Take α = p1 and β = p1′ as independent variables, so that p2 = α + β − K, and write s_α = sin α, s_β = sin β:

X_e = ⟨(s_α − S)(s_β − S)(s2 − s_α)(s2 − s_β)⟩

The first pair of factors is s_α s_β − S(s_α + s_β) + S². The second pair is s2² − s2(s_α + s_β) + s_α s_β. An average survives if its harmonics in α and in β both cancel. Three products do:

⟨s_α² s_β²⟩ = 1/4

S⟨s2(s_α + s_β)²⟩ = 2S⟨s2 s_α s_β⟩

S²⟨s2²⟩ = S²/2

For the middle one, s_α s_β = [cos(α − β) − cos(α + β)]/2 and s2 = sin(α + β) cos K − S cos(α + β). Hence ⟨s2 s_α s_β⟩ = S/4, and the middle product is S²/2. The sum is X_e = 1/4 + S², so

B = 16g⁴(7/8 + 2S²) = g⁴(14 + 32S²)

A² − B/2 = g⁴(4 + 16S² + 16S⁴ − 7 − 16S²) = g⁴(16S⁴ − 3)

*Result.* The band through order t²/Ω is

E(K) = −2t cos K − (g²/Ω)(2 + 4S²) + (2tg²/Ω²) cos K (2 + 4S²) + (g⁴/Ω³)(16S⁴ − 3)

For small K, S² ≈ K² and cos K (2 + 4S²) ≈ 2 + 3K². The g⁴ term has no K² part. The coefficient of K² is therefore

t − 4g²/Ω + 6tg²/Ω²

Setting it to zero gives (g²/Ω)(4 − 6t/Ω) = t. To first order in t/Ω,

g_c²/Ω = (t/4)[1 + 3t/(2Ω)]

The value t/4 is thus the limit for t/Ω → 0. At a small but finite t/Ω the threshold is slightly higher.

**(d) Numbers and their limits**

The ratios are t/Ω = 0.05 and g/Ω = 0.15. The second-neighbour element is

t2 = (30 meV)²/(200 meV) = 4.5 meV

The leading threshold is t/4 = 2.5 meV, so the minimum lies away from zero. The first correction multiplies the threshold by 1 + 1.5 × 0.05 = 1.075, which gives 2.69 meV.

For comparison, H can be diagonalized numerically at fixed K on the infinite chain. The basis used here holds all phonon configurations within four sites of the electron and with at most six phonons, 5005 states in all. The vanishing of E″(0) then gives a threshold of 2.675 meV. A smaller basis, with three sites on each side and at most five phonons, changes this by less than 10⁻⁷ meV.

For the valley, c = 10/18 = 0.556. The leading formulas give

K0 = arccos 0.556 = 0.982

E(0) − E(K0) = 4 × 4.5 meV × (0.444)² = 3.56 meV

E″(K0) = 8 × 4.5 meV × (1 − 0.309) = 24.9 meV,  m = 12.2 electron masses

Minimizing the corrected band of part (c) numerically gives K0 = 0.922 and a depth of 2.53 meV. Diagonalization gives K0 = 0.939, a depth of 2.71 meV and a mass of 15.2 electron masses. The minimum is at a wave vector of 1.88 nm⁻¹, and its depth corresponds to 31 K.

The leading depth is 31% above the diagonalized one, while the leading K0 is 5% too large. Most of the change in depth comes from the g⁴ term. At the leading K0, S⁴ = (0.691)² = 0.478 and g⁴/Ω³ = 0.101 meV, so this term raises the valley relative to K = 0 by 16 × 0.478 × 0.101 = 0.77 meV. It is absent from the curvature at K = 0, which is why the threshold is much less affected.

**Temperature and slow modes.** At 300 K the thermal energy is 25.9 meV, nearly ten times the valley depth. The occupation of a state at K = 0 is then exp(−2.71/25.9) = 0.90 times that at K0, so the displaced minimum hardly shows in the distribution of carriers. Away from the electron the fast oscillators stay almost empty, with a mean thermal occupation of 4 × 10⁻⁴.

A crystal also has slow lattice modes. Take one per site with energy Ω_s = 5 meV and a coupling g_s = 1 meV of the same form. Since ⟨x²⟩ = coth(Ω_s/2k_BT) for each of the two sites of a bond, the transfer integral acquires the spread

δ = g_s [2 coth(Ω_s/2k_BT)]^½

This is 4.6 meV at 300 K and 1.4 meV at 10 K. At 300 K the spread is mostly thermal and larger than the valley depth, so the slow modes cannot be neglected there. At 10 K it is about half the valley depth and almost entirely zero-point motion. This is not static disorder: the total momentum of electron and phonons remains conserved. How far the slow modes change the valley would need a calculation that includes them.

**Local coupling.** Adding α Σ_j c†_j c_j x_j with α = 100 meV, a relaxation energy α²/Ω of 50 meV, moves the diagonalized threshold from 2.675 to 2.651 meV, with t and Ω held fixed. The shift is below 1%, but this holds only when the local term acts on the same oscillator as the bond term. In a stack with an inversion centre on each molecule that oscillator must be odd (see below), and an odd mode has no linear local coupling. The local coupling then belongs to a separate, even oscillator. For t/Ω → 0 and λ = α²/Ω², such a mode of the same energy multiplies t by e^(−λ) and t2 by e^(−λ)(1 − e^(−λ))/λ, so the threshold rises by the factor λ/(1 − e^(−λ)) = 1.13 at λ = 0.25. Diagonalization at t/Ω = 0.05 with this second oscillator gives about 2.96 meV, a rise of about 10%. The effect of local coupling is therefore not small in general.

**The linear law.** The most severe restriction lies in the coupling itself. The transfer amplitude of a bond is −t + g(x_{j+1} − x_j). In the oscillator vacuum each x has unit variance, so the amplitude has a Gaussian spread √2 g = 42 meV, against a mean magnitude of 10 meV. It has the reversed sign with probability 0.41. This does not come from a special choice of g: at the leading threshold, g² = tΩ/4 gives

√2 g = (tΩ/2)^½ = t(Ω/2t)^½

which is 32 meV here and exceeds t whenever Ω > 2t. The antiadiabatic transition thus requires a transfer integral that often changes sign in the zero-point motion. An integral that merely decays exponentially with distance keeps its sign, so its linear expansion cannot be used at this coupling.

**The real case.** A possible setting is a slipped stack of flat conjugated molecules. There the lobes of neighbouring orbitals can nearly cancel, so that t is small and a sliding motion can reverse its sign. Carbon–carbon stretching modes have energies of roughly 0.2 eV, as chosen here. Their symmetry matters, however. If the stack has an inversion centre on each molecule, only stretches that are odd under inversion change the two neighbouring transfer integrals with opposite signs, as the model assumes. Even stretches change both with the same sign and, by part (a), contribute −g²/Ω to the second-neighbour element, which does not favour a displaced minimum. This value holds without local coupling. An even stretch generally also has a local coupling α, and the cross term then adds −2gα/Ω to the first-neighbour element at second order, which can enlarge, reduce or reverse the effective t. The small transfer integral of 10 meV assumes such a near cancellation. The value g = 30 meV for a stiff intramolecular mode is a deliberately large model value, since a stretch inside a molecule changes the overlap between molecules only indirectly. Sliding of whole molecules changes it directly, but that motion is slow, and the antiadiabatic expansion then fails. Because t2 varies as g², a coupling of 3 meV with the same Ω would give only 0.045 meV, far below the threshold of about 2.7 meV. The example therefore shows what the mechanism demands, and it is no prediction of a displaced band minimum in an ordinary molecular crystal.
